\section*{Bethe-logarithm terms in hydrogen-like ions with finite nuclear mass, part 1}

(Sections cited here and not found follow in the second part.)

\section*{One dipole coupling for three radiative terms of a hydrogen-like ion}

An electron (mass $m$, charge $-e$, position $\mathbf r_1$) and a point nucleus (mass $M$, charge $+Ze$, position $\mathbf r_2$) are bound by the Coulomb force and coupled to the quantized transverse field in Coulomb gauge. SI units are used, $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, and
\begin{equation}
H_{\rm tot}=\frac{[\mathbf p_1+e\mathbf A(\mathbf r_1)]^2}{2m}+\frac{[\mathbf p_2-Ze\mathbf A(\mathbf r_2)]^2}{2M}-\frac{Z\alpha\hbar c}{|\mathbf r_1-\mathbf r_2|}+\sum_{\mathbf k\lambda}\hbar\omega\,a^\dagger_{\mathbf k\lambda}a_{\mathbf k\lambda},
\end{equation}
\begin{equation}
\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}\sqrt{\frac{\hbar}{2\varepsilon_0\omega V}}\;\mathbf e_{\mathbf k\lambda}\left(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right),\qquad \omega=ck,
\end{equation}
with real polarization vectors, $\mathbf e_{\mathbf k\lambda}\cdot\mathbf k=0$, and quantization volume $V$. The masses enter through $M_t=m+M$ and $\mu=mM/M_t$, and the ratio $m/M$ is arbitrary. The ground state has size of order $a=\hbar/(\mu cZ\alpha)$, momentum $\hbar/a$ and energy scale $E_0=\hbar^2/(\mu a^2)=\mu c^2(Z\alpha)^2$. A level $n$ has size of order $n^2a$ ($\langle r\rangle=6a$ for $2s$, $5a$ for $2p$); $n$ is treated as a fixed number of order one, and the upper bound below tightens by about $n^2$ for excited levels. Only photons of energy $\varepsilon=\hbar\omega<K$ are kept, with
\begin{equation}
\mu c^2(Z\alpha)^2\ll K\ll \mu c^2Z\alpha .
\label{window}
\end{equation}
These are the ultrasoft photons: their energies run from zero through the binding energy up to $K$, and their wavelength exceeds the size of the ion. All results hold to leading order in $\alpha$ and $Z\alpha$. The nucleus is taken to have no excited states within reach of these photons. The numerical check, with its output, supplies the numbers quoted, or the inputs from which they follow by the arithmetic shown.

\section*{Part (a)}

Go over to centre-of-mass and relative variables and find the coupling of the relative motion to ultrasoft photons for an ion at rest. State which terms drop out and why.

\subsection*{Solution}

Define $\mathbf r=\mathbf r_1-\mathbf r_2$, $\mathbf R=(m\mathbf r_1+M\mathbf r_2)/M_t$, and the conjugate momenta $\mathbf p=(M\mathbf p_1-m\mathbf p_2)/M_t$, $\mathbf P=\mathbf p_1+\mathbf p_2$. The inverse relations are
\begin{equation}
\mathbf r_1=\mathbf R+\frac{M}{M_t}\mathbf r,\quad \mathbf r_2=\mathbf R-\frac{m}{M_t}\mathbf r,\quad
\mathbf p_1=\mathbf p+\frac{m}{M_t}\mathbf P,\quad \mathbf p_2=-\mathbf p+\frac{M}{M_t}\mathbf P .
\end{equation}
The phases at the two particles differ from $e^{i\mathbf k\cdot\mathbf R}$ by factors whose exponents are at most of order $ka=\varepsilon/(\mu c^2Z\alpha)$. The upper bound in (\ref{window}) makes this small, so $\mathbf A(\mathbf r_1)\approx\mathbf A(\mathbf r_2)\approx\mathbf A(\mathbf R)\equiv\mathbf A$. The same parameter controls the spin couplings omitted from $H_{\rm tot}$: the electron's magnetic term is of order $e\hbar kA/m$ against $epA/m$, and $\hbar k/p\sim ka$.

Because $\nabla\cdot\mathbf A=0$, the momenta commute with $\mathbf A$ in the scalar products, and the terms linear in $\mathbf A$ are
\begin{align}
\frac{e}{m}\mathbf p_1\cdot\mathbf A-\frac{Ze}{M}\mathbf p_2\cdot\mathbf A
&=\frac{e}{m}\mathbf p\cdot\mathbf A+\frac{e}{M_t}\mathbf P\cdot\mathbf A+\frac{Ze}{M}\mathbf p\cdot\mathbf A-\frac{Ze}{M_t}\mathbf P\cdot\mathbf A\nonumber\\
&=e\left(\frac1m+\frac ZM\right)\mathbf p\cdot\mathbf A-\frac{(Z-1)e}{M_t}\,\mathbf P\cdot\mathbf A .
\end{align}
In the kinetic energy the mixed terms $\mathbf p\cdot\mathbf P/M_t$ from the electron and $-\mathbf p\cdot\mathbf P/M_t$ from the nucleus cancel, which leaves $p^2/2\mu+P^2/2M_t$. Therefore
\begin{equation}
H_{\rm int}=e\,g\,\mathbf p\cdot\mathbf A-\frac{(Z-1)e}{M_t}\mathbf P\cdot\mathbf A+\left(\frac{e^2}{2m}+\frac{Z^2e^2}{2M}\right)A^2,\qquad g=\frac1m+\frac ZM,
\label{Hint}
\end{equation}
and the internal Hamiltonian is $H=p^2/2\mu+U$ with $U=-Z\alpha\hbar c/r$. The program confirms this reduction symbolically.

The plus sign in $g$ is the product of two minus signs: the charges are opposite and, at $\mathbf P=0$, so are the momenta, so the two currents point the same way. The dipole moment gives the same factor, $-e\mathbf r_1+Ze\mathbf r_2=(Z-1)e\mathbf R-e\,\frac{M+Zm}{M_t}\,\mathbf r$, and $(M+Zm)/M_t=\mu g$.

The second term of (\ref{Hint}) is the coupling of the total charge to the motion of the whole ion. Acting on a state with $\mathbf P=0$, its emission part contains $\mathbf e\cdot\mathbf P\,e^{-i\mathbf k\cdot\mathbf R}|0\rangle=-\hbar\,\mathbf e\cdot\mathbf k\,e^{-i\mathbf k\cdot\mathbf R}|0\rangle=0$, so it contributes neither alone nor in interference with the first term at second order. The $A^2$ term contains no internal operator, so its vacuum expectation value shifts all levels equally and is dropped. The remaining factor $e^{-i\mathbf k\cdot\mathbf R}$ gives the ion a recoil energy $\hbar^2k^2/2M_t$ in the intermediate state, which relative to $\varepsilon$ is $\varepsilon/(2M_tc^2)<\mu Z\alpha/(2M_t)$ and is neglected.

\section*{Part (b)}

Write the second-order shift of the level $|nl\rangle$, with $H|nl\rangle=E|nl\rangle$, as one integral over the photon energy.

\subsection*{Solution}

The intermediate states are $|n'\rangle\otimes|\mathbf k\lambda\rangle$, where $n'$ runs over all bound and continuum eigenstates of $H$, with energy $E'+\varepsilon$. The emission amplitude is $eg\sqrt{\hbar/2\varepsilon_0\omega V}\,\langle n'|\mathbf e\cdot\mathbf p|nl\rangle$, so
\begin{equation}
\Delta E=-e^2g^2\sum_{\mathbf k\lambda}\frac{\hbar}{2\varepsilon_0\omega V}\,e_ie_j\,\Big\langle p_i\frac{1}{H-E+\varepsilon}p_j\Big\rangle .
\end{equation}
The mode sum becomes $V\int\omega^2d\omega\,d\Omega/[(2\pi)^3c^3]$. The two polarizations and $\hat{\mathbf k}$ form an orthonormal triad, so $\sum_\lambda e_ie_j=\delta_{ij}-\hat k_i\hat k_j$. The integral $\int d\Omega\,\hat k_i\hat k_j$ is an isotropic tensor with trace $4\pi$, hence equal to $(4\pi/3)\delta_{ij}$, and $\int d\Omega\sum_\lambda e_ie_j=(8\pi/3)\delta_{ij}$. With $\omega\,d\omega=\varepsilon\,d\varepsilon/\hbar^2$ the constant is
\begin{equation}
\frac{e^2\hbar}{2\varepsilon_0}\cdot\frac{8\pi/3}{8\pi^3c^3\hbar^2}=\frac{e^2}{6\pi^2\varepsilon_0\hbar c^3}=\frac{4\pi\alpha}{6\pi^2c^2}=\frac{2\alpha}{3\pi c^2},
\end{equation}
which is $1.72299\times10^{-20}\ \mathrm{s^2/m^2}$. The shift is
\begin{equation}
\Delta E=-\frac{2\alpha}{3\pi c^2}\,g^2\;\mathrm{PV}\!\int_0^K d\varepsilon\,\varepsilon\,\mathcal G(\varepsilon),\qquad
\mathcal G(\varepsilon)=\sum_{n'}\frac{w_{n'}}{x_{n'}+\varepsilon},
\label{second}
\end{equation}
where $x_{n'}=E'-E$ and $w_{n'}=\sum_i|\langle n'|p_i|nl\rangle|^2$. The dimension is right: $g^2p^2/c^2$ is a pure number and the integral supplies an energy. If a lower level can be reached by a dipole transition, as $1s$ can from $2p$, its $x_{n'}$ is negative and the integrand has a pole at $\varepsilon=-x_{n'}$. Setting $E\to E+i0$ splits each pole into a principal value, which is the shift, and an imaginary part, which is minus half the decay width (as an energy) and is not considered here. The operator $p_i(H-E+\varepsilon)^{-1}p_i$ is a scalar under rotations, so it is diagonal in $l$ and its projection, and the degeneracy of the Coulomb levels requires no further diagonalization.

The factor $g^2$ can be tested on a model that is solvable without relative coordinates or perturbation theory: two charges $-1$ and $Z$ in one dimension joined by a spring, coupled to one mode $A=\lambda Q$ of frequency $\omega$, with $\hbar=1$. The Hamiltonian is quadratic, and the ground energy is half the sum of the normal-mode frequencies computed in laboratory coordinates. Second-order theory has $\langle A^2\rangle=\lambda^2/2\omega$ and a single intermediate state, at the spring frequency $\omega_0$, with $w=\mu\omega_0/2$. It predicts, beyond the $A^2$ term, $-(\lambda^2/2\omega)\,g^2\,(\mu\omega_0/2)/(\omega_0+\omega)$. The program asserts this for $Z=1,2,8$ with $m=1$, $M=3$, and asserts that $(1/m-Z/M)^2$ fails. For $Z=8$, with unit spring constant, $\omega=0.7$ and $\lambda=5\times10^{-4}$, the ratio of the exact shift to the prediction is $1.000004$; the deviation from 1 is of order $\lambda^2$.

\section*{Part (c)}

Isolate the part of (\ref{second}) that is linear in $K$. Identify the physical origin of each of its pieces and justify removing them.

\subsection*{Solution}

The identity $\varepsilon/(x+\varepsilon)=1-x/(x+\varepsilon)$ and closure, $\sum w_{n'}=\langle p^2\rangle$, give
\begin{equation}
\Delta E=-\frac{2\alpha}{3\pi c^2}g^2K\langle p^2\rangle+\Delta E_L,\qquad
\Delta E_L=\frac{2\alpha}{3\pi c^2}g^2\,I(K),
\end{equation}
\begin{equation}
I(K)=\mathrm{PV}\!\int_0^K d\varepsilon\,\big[\langle p^2\rangle-\varepsilon\,\mathcal G(\varepsilon)\big]=\sum_{n'}w_{n'}x_{n'}\ln\left|\frac{x_{n'}+K}{x_{n'}}\right| .
\label{IK}
\end{equation}
The last form uses $\mathrm{PV}\int_0^Kd\varepsilon/(x+\varepsilon)=\ln|(x+K)/x|$, valid for either sign of $x$. The linear term carries $g^2=1/m^2+2Z/mM+Z^2/M^2$.

A free electron of momentum $\mathbf p_1$ has, from the same modes and with recoil neglected, $x=0$ and the shift $-(2\alpha/3\pi c^2)Kp_1^2/m^2$. A change of mass gives $p_1^2/2(m+\delta m)\approx p_1^2/2m-\delta m\,p_1^2/2m^2$, so
\begin{equation}
\delta m=\frac{4\alpha K}{3\pi c^2},\qquad \delta M=Z^2\,\frac{4\alpha K}{3\pi c^2},
\end{equation}
the second by the same argument with charge $Ze$. At $\mathbf P=0$ one has $p_1^2=p_2^2=p^2$, and the $1/m^2$ and $Z^2/M^2$ pieces of the linear term are exactly these mass shifts. They are already contained in $H$ when $m$ and $M$ are the observed masses.

The cross piece is not a mass shift. Consider the exchange of one transverse photon of any $k$ between the particles, with $H-E$ neglected against $\varepsilon$ in the denominator. With charges $q_1,q_2$ and the two orders of emission and absorption,
\begin{align}
H_B&=-\frac{q_1q_2}{mM}\sum_{\mathbf k\lambda}\frac{\hbar}{2\varepsilon_0\omega V}\,\frac{1}{\hbar\omega}\,e_ie_j\,p_{1i}\left(e^{i\mathbf k\cdot\mathbf r}+e^{-i\mathbf k\cdot\mathbf r}\right)p_{2j}\nonumber\\
&=-\frac{q_1q_2}{4\pi\varepsilon_0\,mMc^2}\;p_{1i}\,T_{ij}(\mathbf r)\,p_{2j},\qquad
T_{ij}=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi(\delta_{ij}-\hat k_i\hat k_j)}{k^2}\,e^{i\mathbf k\cdot\mathbf r}.
\end{align}
The two exponentials contribute equally under $\mathbf k\to-\mathbf k$, and $2\hbar/(2\varepsilon_0\omega\cdot\hbar\omega)=1/(\varepsilon_0c^2k^2)$. Let $t=\hat{\mathbf k}\cdot\hat{\mathbf r}$. The projector has the component $1-t^2$ along $\hat{\mathbf r}$, and, averaged over the azimuth, $1-(1-t^2)/2=(1+t^2)/2$ perpendicular to it. The radial measure is $4\pi\cdot4\pi\,dk/(2\pi)^3=(2/\pi)\,dk$ times the angular average, so
\begin{equation}
T_\parallel=\frac2\pi\int_0^\infty\!dk\;\frac12\int_{-1}^1\!dt\,(1-t^2)\cos(krt),
\end{equation}
and likewise for $T_\perp$. Since $\int_0^\infty dk\cos(krt)=\pi\delta(t)/r$, one finds $T_\parallel=1/r$ and $T_\perp=1/2r$, that is $T_{ij}=(\delta_{ij}+\hat r_i\hat r_j)/2r$. This is the orbit--orbit term of the Breit Hamiltonian. The program obtains both values by direct quadrature.

The modes with $k<k_K=K/\hbar c$ have $kr\ll1$. The cosine is then 1, both angular averages equal $2/3$, and these modes contribute $(4k_K/3\pi)\delta_{ij}$ to $T_{ij}$. The quadrature at $k_Kr=0.01$ gives $0.424412$ and $0.424410$ for the two components divided by $k_K$, against $4/3\pi=0.424413$. With $q_1q_2/4\pi\varepsilon_0=-Z\alpha\hbar c$ and $\mathbf p_1\cdot\mathbf p_2=-p^2$,
\begin{equation}
H_B^{(k<k_K)}=-\frac{(-Z\alpha\hbar c)}{mMc^2}\,\frac{4K}{3\pi\hbar c}\,(-p^2)=-\frac{2\alpha}{3\pi c^2}\,\frac{2Z}{mM}\,K\,p^2 ,
\end{equation}
which is the cross piece of the linear term, in sign and size. The complete Breit term, with all $k$, belongs to the recoil correction of order $(Z\alpha)^4\mu^3c^2/mM$ and is counted there, so its low-$k$ part must be removed here. What remains of the cross term in $\Delta E_L$ is the part of the retardation correction to this one-photon exchange that comes from photons with $\varepsilon<K$.

\section*{Part (d)}

Evaluate $\sum w\,x$. Find the form of $\Delta E_L$ for $K\gg E_0$, with all dependence on the state collected in one pure number that is independent of $\mu$ and $Z$, and determine the size of the first neglected term.

\subsection*{Solution}

The sum is $D=\sum wx=\langle p_i(H-E)p_i\rangle$. Expanding the double commutator, $[p_i,[H,p_i]]=2p_iHp_i-p^2H-Hp^2$, whose expectation value in the eigenstate is $2\langle p_iHp_i\rangle-2E\langle p^2\rangle=2D$. Directly, $[H,p_i]=[U,p_i]=i\hbar\,\partial_iU$ and $[p_i,i\hbar\,\partial_iU]=(-i\hbar)(i\hbar)\nabla^2U=\hbar^2\nabla^2U$. With $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$,
\begin{equation}
D=\frac{\hbar^2}{2}\,4\pi Z\alpha\hbar c\,|\psi(0)|^2 .
\end{equation}
The normalized Coulomb $s$ function starts as $u=rR\approx 2(na)^{-3/2}\,r$, so $|\psi(0)|^2=1/(\pi n^3a^3)$, and $\psi(0)=0$ for $l>0$. Inserting $a$,
\begin{equation}
D=\frac{2\hbar^3cZ\alpha}{n^3}\left(\frac{\mu cZ\alpha}{\hbar}\right)^3\delta_{l0}=D_n\,\delta_{l0},\qquad D_n=\frac{2\mu^3c^4(Z\alpha)^4}{n^3}.
\label{sumrule}
\end{equation}

In (\ref{IK}) write $\ln|(x+K)/x|=\ln(2K/E_0)-\ln|2x/E_0|+\ln|1+x/K|$, and define the Bethe logarithm by
\begin{equation}
\ln k_0(n,l)=\frac{1}{D_n}\sum_{n'}w_{n'}x_{n'}\ln\left|\frac{2x_{n'}}{E_0}\right| .
\label{bethe}
\end{equation}
The reference energy is $E_0/2$, the binding energy of the ground state with the reduced mass. The normalization is $D_n$ for every $l$, also where $D$ vanishes. Then
\begin{equation}
I(K)=D_n\left[\delta_{l0}\ln\frac{2K}{E_0}-\ln k_0(n,l)\right]+\rho(K),\qquad \rho(K)=\sum wx\ln\left|1+\frac xK\right| .
\label{asym}
\end{equation}
With lengths in units of $a$, $H=E_0(-\tfrac12\nabla^2-1/r)$ contains no parameter. The product $wx$ scales as $(\hbar/a)^2E_0=\mu^3c^4(Z\alpha)^4$, the same factor as in $D_n$, and $x/E_0$ is dimensionless, so $\ln k_0$ depends on $n$ and $l$ only. In these reduced units $D_n=2/n^3$. Multiplying by $(2\alpha/3\pi c^2)g^2$ and dropping $\rho$,
\begin{equation}
\Delta E_L=\frac{4\alpha}{3\pi}\,(Z\alpha)^4\,\frac{\mu^3c^2}{n^3}\left(\frac1m+\frac ZM\right)^2\left[\delta_{l0}\ln\frac{2K}{\mu c^2(Z\alpha)^2}-\ln k_0(n,l)\right].
\label{main}
\end{equation}

The remainder is estimated in reduced units. For $l>0$ the logarithm may be expanded once: $\rho\approx K^{-1}\sum wx^2$, and $\sum wx^2=\|(H-E)p_i\psi\|^2=\|[H,p_i]\psi\|^2=\langle(\nabla U)^2\rangle=\langle r^{-4}\rangle$, which is finite. For $2p$, $u^2=r^4e^{-r}/24$ gives $\langle r^{-4}\rangle=1/24$. For $s$ states $\langle r^{-4}\rangle$ diverges and $\rho$ comes from states with $x\sim K$, which are plane waves of momentum $q$, $x\approx q^2/2$, up to relative corrections of order $1/q$. The Fourier transform of the Schr\"odinger equation at large $q$ reads $\tfrac12q^2\tilde\psi(q)\approx4\pi\psi(0)/q^2$, the right side being the transform of $\psi(0)/r$. Hence $\tilde\psi\approx8\pi\psi(0)/q^4$ and
\begin{equation}
wx\to\frac{q^2}{2}\;q^2\,\frac{64\pi^2|\psi(0)|^2}{q^8}\,\frac{4\pi q^2dq}{(2\pi)^3}=\frac{16|\psi(0)|^2}{q^2}\,dq .
\end{equation}
Substituting $q=y\sqrt{2K}$ and integrating by parts, $\int_0^\infty y^{-2}\ln(1+y^2)\,dy=\int_0^\infty2\,dy/(1+y^2)=\pi$, so $\rho\approx16\pi|\psi(0)|^2/\sqrt{2K}$. Dividing by $D_n=2\pi|\psi(0)|^2$ and restoring units,
\begin{equation}
\frac{\rho}{D_n}\approx 8\sqrt{\frac{E_0}{2K}}\qquad(l=0),
\label{rem}
\end{equation}
independent of $n$. The fall-off is slow and the coefficient is large, which matters in parts (f) and (g).

\section*{Part (e)}

Expand the mass factor in (\ref{main}), give the coefficient of $\ln k_0$ in each term and name the process. Examine limiting cases, and state what the result does not determine.

The ultrasoft shift has been reduced to (\ref{main}), with a single Bethe logarithm multiplied by the squared dipole coupling, and the size of the neglected remainder has been estimated. It remains to separate and interpret the three $\ln k_0$ terms, to compute $\ln k_0$ for $1s$, $2s$ and $2p$, and to evaluate the terms for $^{16}\mathrm O^{7+}$.
